# Why two electrons in oxygen's antibonding pi pair form a triplet

The two outermost electrons of the oxygen molecule share a pair of antibonding π orbitals of equal energy, and they can be arranged in six ways. If all states are built from the same orbitals, these six states have the energies

$$
E({}^3\Sigma_g^-)=E_0+J-K,\qquad E({}^1\Delta_g)=E_0+J+K,\qquad E({}^1\Sigma_g^+)=E_0+J+3K .
$$

The first level holds three states, the second two and the third one. Here $J$ is the Coulomb repulsion between an electron in one orbital of the pair and an electron in the other, $K$ is their exchange integral, and $E_0$ is common to all six. Since $K$ is positive, the triplet is lowest, by $2K$. No force between spins is involved: the Hamiltonian used here contains no spin at all. The exchange energy is a part of the ordinary Coulomb repulsion, and spin matters because the Pauli principle ties it to the symmetry of the spatial wave function.

In the mean-field picture, fourteen of the sixteen electrons of O$_2$ fill closed shells, including the bonding π shell, and two remain for the antibonding pair. The closed shells are held frozen, and spin-orbit coupling is neglected. Rydberg atomic units are used, in which the kinetic energy is $-\nabla^2$, the repulsion of two electrons is $2/r_{12}$, lengths are in bohr radii $a_0$ and energies in Ry. With the molecular axis along $z$, let $s$ be the distance from the axis and $\varphi$ the azimuth. The two real orbitals are

$$
a=F(s,z)\cos\varphi,\qquad b=F(s,z)\sin\varphi,\qquad F(s,-z)=-F(s,z).
$$

The sign change of $F$ puts a node midway between the nuclei, which makes the orbitals antibonding. Inversion through the midpoint takes $z\to-z$ and $\varphi\to\varphi+\pi$. Both $F$ and the trigonometric factor change sign, so $a$ and $b$ are even, which is the meaning of the label $g$.

The filled shells act on each outer electron through the operator

$$
f=h+\sum_c\,(2\hat J_c-\hat K_c),
$$

where $h$ contains the kinetic energy and the nuclear attraction, and $c$ runs over the filled orbitals. An outer electron is repelled by both electrons in $c$, which gives $2\hat J_c$, but it exchanges only with the one of equal spin, which gives $-\hat K_c$. A filled shell is unchanged by rotation about the axis. For a filled π shell this follows from $\cos\varphi\cos\varphi'+\sin\varphi\sin\varphi'=\cos(\varphi-\varphi')$, which depends on the difference of the angles alone. A rotation by 90° turns $a$ into $b$, so both have the same energy $\varepsilon=\langle a|f|a\rangle=\langle b|f|b\rangle$. The reflection $\varphi\to-\varphi$ changes the sign of $b$ but not of $a$ or $f$, so $\langle a|f|b\rangle=0$. Every arrangement of the two electrons therefore has the common energy $E_0=E_{\rm core}+2\varepsilon$, and the states differ only in the mutual repulsion of the two outer electrons.

Two orbitals with two spin directions make four spin orbitals, and two electrons can be placed in them in $4\cdot3/2=6$ ways. The total wave function must change sign when the electrons are interchanged. An antisymmetric spatial function therefore needs a symmetric spin function, of which there are three, the triplet. A symmetric spatial function needs the one antisymmetric spin function, the singlet. Writing $a_1$ for $a(\mathbf r_1)$, the normalized spatial functions are

$$
A=\frac{a_1b_2-b_1a_2}{\sqrt2},\quad
S_1=\frac{a_1b_2+b_1a_2}{\sqrt2},\quad
S_2=\frac{a_1a_2-b_1b_2}{\sqrt2},\quad
S_3=\frac{a_1a_2+b_1b_2}{\sqrt2}.
$$

One antisymmetric function with three spin states and three symmetric functions with one each give six states, as required. The repulsion does not mix them. It cannot connect different spins, which separates $A$ from the rest. The reflection $b\to-b$ changes the sign of $S_1$ but not of $S_2$ and $S_3$. The rotation $a\to b$, $b\to-a$ changes the sign of $S_2$ but not of $S_3$.

The repulsion energies need three integrals. With

$$
(pq|rt)=\iint p_1q_1\,\frac{2}{r_{12}}\,r_2t_2\;d^3r_1\,d^3r_2 ,
$$

they are $J=(aa|bb)$, $J'=(aa|aa)=(bb|bb)$ and $K=(ab|ab)$. For the antisymmetric function, squaring the numerator gives two direct terms and two cross terms:

$$
\Big\langle A\Big|\frac{2}{r_{12}}\Big|A\Big\rangle
=\tfrac12\big[(aa|bb)+(bb|aa)-(ab|ba)-(ba|ab)\big]=J-K .
$$

In a cross term electron 1 contributes the product $ab$ and so does electron 2, which is why it equals $K$. For $S_1$ the cross terms enter with a plus sign, and the result is $J+K$. For $S_2$ the direct terms are $(aa|aa)$ and $(bb|bb)$, and the cross terms are again $(ab|ab)$ with a minus sign, so

$$
\Big\langle S_2\Big|\frac{2}{r_{12}}\Big|S_2\Big\rangle=\tfrac12\,[\,2J'-2K\,]=J'-K .
$$

The plus sign in $S_3$ gives $J'+K$.

Axial symmetry fixes $J'$. Rotating the pair by 45° gives the equally good orbitals $a'=(a+b)/\sqrt2$ and $b'=(b-a)/\sqrt2$, whose product is $a'b'=(b^2-a^2)/2$. The exchange integral cannot depend on the choice of axes, so

$$
K=(a'b'|a'b')=\tfrac14\big[(bb|bb)+(aa|aa)-2(aa|bb)\big]=\tfrac12(J'-J),
\qquad J'=J+2K .
$$

Hence $S_2$ has the energy $J'-K=J+K$, equal to that of $S_1$, and $S_3$ has $J'+K=J+3K$. These are the three levels stated at the start.

The ordering rests on the sign of $K$, which is the electrostatic self-repulsion of the product density $\rho=ab$. This density is positive in some regions and negative in others, so the sign is not evident from the integral. In Fourier form,

$$
\frac{2}{r}=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{8\pi}{q^2}\,e^{i\mathbf q\cdot\mathbf r},
\qquad
K=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{8\pi}{q^2}\,|\tilde\rho(\mathbf q)|^2>0 ,
$$

where $\tilde\rho(\mathbf q)=\int\rho(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}d^3r$. The two electrons supply $\tilde\rho(\mathbf q)$ and $\tilde\rho(-\mathbf q)$, which are complex conjugates because $\rho$ is real. The integrand is nowhere negative, and $\rho$ does not vanish identically.

The phrase "lowered by exchange" needs a reference energy. Take the single determinant with spin up in $a$ and spin down in $b$. With $\alpha$ and $\beta$ for the two spin functions, it is

$$
\frac{a_1b_2\,\alpha_1\beta_2-b_1a_2\,\beta_1\alpha_2}{\sqrt2}
=\frac{1}{\sqrt2}\left[A\,\frac{\alpha_1\beta_2+\beta_1\alpha_2}{\sqrt2}
+S_1\,\frac{\alpha_1\beta_2-\beta_1\alpha_2}{\sqrt2}\right],
$$

as multiplying out the right side confirms. It is half triplet and half singlet, so its repulsion energy is the mean of $J-K$ and $J+K$, which is $J$. Relative to this determinant the triplet lies lower by $K$ and the singlet $S_1$ higher by $K$.

The azimuths show how the triplet saves energy when all states share the same orbitals. Inserting the orbitals gives

$$
A=\frac{F_1F_2}{\sqrt2}\sin(\varphi_2-\varphi_1),\quad
S_1=\frac{F_1F_2}{\sqrt2}\sin(\varphi_1+\varphi_2),\quad
S_2=\frac{F_1F_2}{\sqrt2}\cos(\varphi_1+\varphi_2),\quad
S_3=\frac{F_1F_2}{\sqrt2}\cos(\varphi_1-\varphi_2).
$$

A common rotation of both electrons leaves $A$ and $S_3$ unchanged, so these are Σ states. Reflection changes the sign of $A$ and not of $S_3$, hence $\Sigma^-$ and $\Sigma^+$. The functions $S_1$ and $S_2$ turn into each other with twice the rotation angle and form the Δ pair.

The repulsion depends on the azimuths through $\delta=\varphi_1-\varphi_2$ alone, so the pair densities may be averaged over common rotations. With $\sin^2\delta=\tfrac12(1-\cos2\delta)$ and $\cos^2\delta=\tfrac12(1+\cos2\delta)$, all of them take the form

$$
\tfrac14F_1^2F_2^2\,(1-\lambda\cos2\delta),\qquad
\lambda=1\ ({}^3\Sigma_g^-),\quad 0\ ({}^1\Delta_g),\quad -1\ ({}^1\Sigma_g^+).
$$

The repulsion energy is therefore linear in $\lambda$, which is the reason for the equal spacing of the levels.

The triplet density vanishes at $\delta=0$, where the electrons lie on the same side of the axis, and also at $\delta=\pi$, where they lie on opposite sides. It is largest when they occupy perpendicular planes. The mean square distance between the electrons is even the same in all six states: $r_{12}^2$ contains the azimuths only through $\cos\delta$, and $\cos\delta\cos2\delta$ averages to zero over a full turn. The gain comes from the shape of the Coulomb law. With $w=s_1^2+s_2^2+(z_1-z_2)^2$ and $t=2s_1s_2/w\le1$,

$$
\frac{2}{r_{12}}=\frac{2}{\sqrt w}\,(1-t\cos\delta)^{-1/2}
=\frac{2}{\sqrt w}\Big(1+\tfrac12t\cos\delta+\tfrac38t^2\cos^2\delta+\dots\Big).
$$

All coefficients are positive, and every even power of $\cos\delta$ from the second on contains $\cos2\delta$ with a positive weight. Removing pairs near $\delta=0$ thus saves more repulsion than removing pairs near $\delta=\pi$ forfeits. The probability that the azimuths differ by less than 30° is

$$
P=\int_{-\pi/6}^{\pi/6}\frac{1-\lambda\cos2\delta}{2\pi}\,d\delta
=\frac16-\lambda\,\frac{\sqrt3}{4\pi}.
$$

It is 0.029 in the triplet, 0.167 in ${}^1\Delta_g$ and 0.304 in ${}^1\Sigma_g^+$, whatever the form of $F$.

A model molecule with round parameters gives the energies a scale; it is not a calculation of O$_2$. Two centres stand $R=2.0\,a_0$ apart, and each carries one Gaussian p shell with exponent $\gamma=0.8\,a_0^{-2}$. The antibonding orbital $a$ is the normalized difference of the two p$_x$ functions, and $b$ that of the two p$_y$ functions:

$$
F=C\,s\,e^{-\gamma s^2}\Big[e^{-\gamma(z-R/2)^2}-e^{-\gamma(z+R/2)^2}\Big].
$$

The overlap of the two p$_x$ functions is $S=e^{-\gamma R^2/2}=e^{-1.6}=0.202$. For these orbitals the Fourier transform of $\rho=ab$ can be written down. The factor $x\,e^{-2\gamma x^2}$ transforms into $-(iq_x/4\gamma)\sqrt{\pi/2\gamma}\;e^{-q_x^2/8\gamma}$, and the factor in $y$ likewise. The square of the bracket is a sum of three Gaussians in $z$, centred at $\pm R/2$ and at 0. Normalization of $a$ fixes $C$, and the result is

$$
\tilde\rho(\mathbf q)=-\frac{q_xq_y}{4\gamma}\,e^{-q^2/8\gamma}\,
\frac{\cos(q_zR/2)-S}{1-S}.
$$

Let $q_\perp$ be the component of $\mathbf q$ perpendicular to the axis. The integral of $q_x^2q_y^2$ over the direction of $\mathbf q_\perp$ is $\pi q_\perp^4/4$, so

$$
K=\frac{1}{64\pi\gamma^2(1-S)^2}\int_{-\infty}^{\infty}\!dq_z\int_0^\infty\!dq_\perp\,
\frac{q_\perp^5\,e^{-q^2/4\gamma}}{q^2}\,\big[\cos(q_zR/2)-S\big]^2 .
$$

Numerical quadrature gives $K=0.0595$ Ry. The analytic integrals over Gaussian functions give $J=1.1299$ Ry and $J'=1.2489$ Ry, whose difference 0.1190 Ry is $2K$. Relative to $E_0$ the levels are

$$
\begin{aligned}
{}^3\Sigma_g^-:&\quad 1.1299-0.0595=1.0704\ \text{Ry},\\
{}^1\Delta_g:&\quad 1.1299+0.0595=1.1894\ \text{Ry},\\
{}^1\Sigma_g^+:&\quad 1.1299+3(0.0595)=1.3084\ \text{Ry}.
\end{aligned}
$$

The singlets lie 0.119 Ry (1.62 eV) and 0.238 Ry (3.24 eV) above the triplet. The exchange integral is only about 5% of $J$, yet it alone decides the order, because $J$ is common to all the states.

The three level formulas assume that the two orbital energies are equal. A molecule lying flat on a surface no longer has axial symmetry, and its two π* orbitals may differ in energy. Suppose that $a$ is lowered by $D/2$ and $b$ raised by $D/2$, while their shapes stay the same. The triplet has one electron in each orbital, so its energy does not change, and neither does that of $S_1$. The configurations $a_1a_2$ and $b_1b_2$ shift by $-D$ and $+D$. They are coupled by $(ab|ab)=K$, so their energies relative to $E_0$ are the eigenvalues of

$$
\begin{pmatrix}J'-D&K\\K&J'+D\end{pmatrix},
\qquad E_\pm-E_0=J'\pm\sqrt{D^2+K^2}.
$$

With $J'=J+2K$, the lower singlet lies above the triplet by

$$
E_--E({}^3\Sigma_g^-)=3K-\sqrt{D^2+K^2}.
$$

At $D=0$ this is the earlier gap $2K$. It vanishes when $D^2=8K^2$, that is at

$$
D_c=2\sqrt2\,K .
$$

Beyond this splitting the ground state is a singlet, and for $D\gg K$ it is simply the lower orbital doubly occupied. In the model molecule $D_c=2.828\times0.0595=0.168$ Ry, or 2.29 eV. This condition applies near a surface only while the pair holds exactly two electrons and the surface leaves $J$ and $K$ unchanged. Like the level formulas, it also rests on common frozen orbitals. Correlation that narrows the singlet-triplet gaps lowers the threshold as well, so the model value is not a threshold for O$_2$. If the surface donates one electron, three occupy the pair and the state is a doublet, whatever the value of $D$. The condition gives no sticking probability, which also depends on charge transfer, on the energy along the path of approach and on how the molecule moves and loses energy.

The other essential assumption is that all states share the same frozen orbitals. If the remaining electrons may adjust to each state, the levels shift by different amounts, and the gap is no longer tied to $2K$. The saving may also change its form. If the orbitals are optimized separately for each state, the triplet can contract and gain attraction to the nuclei, and it may then even have the larger electron repulsion. The picture of electrons avoiding each other in azimuth explains the order for common orbitals, not the energy balance of the relaxed states. The electrons can also correlate their motion, which mixes other configurations into each state. The model shows the part of this second effect that arises within the π shells, free of the first effect, because symmetry fixes its orbitals. Let each centre carry a charge of $+6$, and let the four electrons of the bonding π shell and the two outer electrons distribute themselves freely over the two bonding and two antibonding orbitals. Six electrons in eight spin orbitals make 28 determinants, and the Hamiltonian matrix between them is diagonalized numerically. Moving one electron from the bonding to the antibonding shell would change the behaviour under inversion, so only the promotion of two electrons at once mixes with the six frozen states. The ground state is still a triplet, lowered by 0.029 Ry. The gap to the lowest singlet shrinks from 0.119 Ry to 0.096 Ry (1.30 eV), by about 20% of its frozen value, so the singlet gains more from this freedom than the triplet does. The calculation still omits the σ electrons and any change in the shape of the p functions, and it leaves the two singlet levels nearly equally spaced above the triplet.

In the real molecule the two singlets lie very roughly 1 eV and 1.6 eV above the triplet. The order is that of the formulas, but the spacing is not equal. Equal spacing follows from axial symmetry and common frozen orbitals together; since the free molecule has the symmetry, the deviation reflects the response and correlation of the electrons that the frozen-orbital description leaves out.
